# The Lindhard function and SCF eigenvalues of jellium in the LDA: verification in Python

```python
"""
Result under test (Hartree atomic units, unpolarized jellium, T = 0):
a density ripple of wave vector q has the SCF residual eigenvalue
    lambda(q) = 1 - chi0(q) * (4 pi / q^2 + f_xc),
    chi0(q) = -(kF/pi^2) F(q/(2 kF)),
    F(x) = 1/2 + (1-x^2)/(4x) ln|(1+x)/(1-x)|.
The LDA kernel f_xc < 0 makes lambda < 1 for all q > sqrt(4 pi/|f_xc|).
kF: Fermi wave vector; rs: radius of the sphere holding one electron.
Independent road: solve the Kohn-Sham equations for a rippled density and
read the eigenvalue from the output density.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.optimize import minimize_scalar
from pyscf.dft import libxc

PI = np.pi
LDA = "LDA_X,LDA_C_PW"
EXCHANGE = "LDA_X,"


def fermi_wave_vector(rs):
    return (9 * PI / 4) ** (1 / 3) / rs


def xc_data(density, functional):
    """Energy per electron, potential and kernel of a local functional."""
    density = np.atleast_1d(np.asarray(density, dtype=float))
    exc, vxc, fxc = libxc.eval_xc(functional, density, spin=0, deriv=2)[:3]
    return np.ravel(exc), np.ravel(vxc[0]), np.ravel(fxc[0])


def lindhard_F(x):
    x = np.asarray(x, dtype=float)
    at_one = np.abs(x - 1) < 1e-13
    y = np.where(at_one, 2.0, x)
    value = 0.5 + (1 - y**2) / (4 * y) * np.log(np.abs((1 + y) / (1 - y)))
    return np.where(at_one, 0.5, value)


def chi0(q, kF):
    return -kF / PI**2 * lindhard_F(q / (2 * kF))


def eigenvalue(q, kF, kernel):
    return 1 - chi0(q, kF) * (4 * PI / q**2 + kernel)


def chi0_from_definition(q, kF):
    """Occupation-difference integral, in cylindrical slices along q."""
    def slice_value(kz):
        area_k = PI * max(kF**2 - kz**2, 0.0)
        area_kq = PI * max(kF**2 - (kz + q) ** 2, 0.0)
        return (area_k - area_kq) / (-(q**2 / 2 + kz * q))
    edges = sorted([-kF - q, -kF, -q / 2, kF - q, kF])
    total = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        if right - left > 1e-12:
            total += quad(slice_value, left, right, epsabs=1e-11)[0]
    return 2 * total / (2 * PI) ** 3


M = 8            # plane waves -M..M along the ripple
N_HARM = 2 * M   # density harmonics kept
N_K = 1500       # k points in half of the one-dimensional zone


def kohn_sham_step(amplitudes, q, kF, functional):
    """Cosine amplitudes of the output density for given input amplitudes.
    Motion across the ripple is free and is integrated exactly. The mean
    density is held at its jellium value (its change is second order)."""
    n0 = kF**3 / (3 * PI**2)
    phase = 2 * PI * np.arange(64) / 64
    harmonics = np.arange(1, N_HARM + 1)
    density = n0 + amplitudes @ np.cos(np.outer(harmonics, phase))
    v = np.zeros(N_HARM + 1)
    v[1:] = 4 * PI / (harmonics * q) ** 2 * amplitudes / 2
    if functional is not None:
        v_xc = xc_data(density, functional)[1] - xc_data(n0, functional)[1]
        orders = np.arange(N_HARM + 1)
        v += np.cos(np.outer(orders, phase)) @ v_xc / phase.size
    dk = q / 2 / N_K
    kz = (np.arange(N_K) + 0.5) * dk
    kinetic = (kz[:, None] + q * np.arange(-M, M + 1)) ** 2 / 2
    H = np.repeat(toeplitz(v)[None], N_K, axis=0)
    diagonal = np.arange(2 * M + 1)
    H[:, diagonal, diagonal] += kinetic
    energy, vectors = np.linalg.eigh(H)
    occupation = np.maximum(kF**2 / 2 - energy, 0) / PI
    weighted = vectors * np.sqrt(occupation)[:, None, :]
    flat = weighted.transpose(1, 0, 2).reshape(2 * M + 1, -1)
    P = flat @ flat.T * dk / PI
    return np.array([2 * np.trace(P, offset=g) for g in harmonics])


def measured_eigenvalue(q, kF, functional):
    start = np.zeros(N_HARM)
    start[0] = 1e-4 * kF**3 / (3 * PI**2)
    return 1 - kohn_sham_step(start, q, kF, functional)[0] / start[0]


def find_minimum(kF, kernel):
    best = minimize_scalar(lambda s: float(eigenvalue(s * kF, kF, kernel)),
                           bounds=(2.05, 6), method="bounded",
                           options={"xatol": 1e-9})
    return best.x, best.fun


# ---- reference density -------------------------------------------------
rs = 4.0
kF = fermi_wave_vector(rs)
n0 = kF**3 / (3 * PI**2)
f_x = xc_data(n0, EXCHANGE)[2][0]
f_xc = xc_data(n0, LDA)[2][0]
q_c = np.sqrt(4 * PI / abs(f_xc))
kTF2 = 4 * kF / PI

# Lindhard function against its defining integral, and its limits
for ratio in (0.2, 1.0, 1.9, 2.0, 2.7, 6.0):
    direct = chi0_from_definition(ratio * kF, kF)
    assert abs(direct / chi0(ratio * kF, kF) - 1) < 1e-6
assert abs(chi0_from_definition(40 * kF, kF) * (40 * kF)**2
           / (-4 * n0) - 1) < 2e-3
q_small = 0.01 * kF
assert abs(eigenvalue(q_small, kF, f_xc) * q_small**2 / kTF2 - 1) < 1e-3
q_large = 40 * kF
tail = -4 * n0 * abs(f_xc) / q_large**2
assert abs((eigenvalue(q_large, kF, f_xc) - 1) / tail - 1) < 5e-3

# Kernel: exchange formula, energy curvature, sign over many densities
assert abs(f_x / (-PI / kF**2) - 1) < 1e-8
h = 1e-3 * n0
points = np.array([n0 - h, n0, n0 + h])
energy_density = points * xc_data(points, LDA)[0]
curvature = (energy_density[0] - 2 * energy_density[1]
             + energy_density[2]) / h**2
assert abs(curvature / f_xc - 1) < 1e-5
rs_scan = np.geomspace(0.1, 100, 200)
n_scan = 3 / (4 * PI * rs_scan**3)
kernel_x = xc_data(n_scan, EXCHANGE)[2]
kernel_xc = xc_data(n_scan, LDA)[2]
assert np.all(kernel_xc < kernel_x) and np.all(kernel_x < 0)

# Eigenvalue against actual Kohn-Sham steps
s_min, lam_min = find_minimum(kF, f_xc)
table = []
for ratio in (0.6, 1.2, 1.7, s_min, 4.0):
    q = ratio * kF
    formula = float(eigenvalue(q, kF, f_xc))
    hartree_only = float(eigenvalue(q, kF, 0.0))
    measured = measured_eigenvalue(q, kF, LDA)
    # k-mesh kinks and finite ripple limit the relative agreement
    assert abs((measured - 1) / (formula - 1) - 1) < 5e-4
    table.append((ratio, hartree_only, formula, measured))

# Crossing, and the role of the kernel, seen in actual steps
assert measured_eigenvalue(0.97 * q_c, kF, LDA) > 1
above_lda = measured_eigenvalue(1.03 * q_c, kF, LDA)
above_hartree = measured_eigenvalue(1.03 * q_c, kF, None)
assert above_lda < 1 < above_hartree
exchange_at_2kF = measured_eigenvalue(2 * kF, kF, EXCHANGE)
assert abs(exchange_at_2kF - 1) < 1e-5

# Broad minimum is the lowest point of a wide scan
q_scan = np.geomspace(0.05, 30, 6000) * kF
lam_scan = eigenvalue(q_scan, kF, f_xc)
assert lam_scan.min() >= lam_min - 1e-10
assert abs(q_scan[lam_scan.argmin()] / kF - s_min) < 0.01

# Exchange-only minimum: same q/kF at all densities
best_x = minimize_scalar(lambda x: -float(lindhard_F(x) * (1 - 1 / x**2)),
                         bounds=(1.02, 3), method="bounded",
                         options={"xatol": 1e-9})
C_exchange = -best_x.fun
for test_rs in (1.0, 4.0, 10.0):
    k = fermi_wave_vector(test_rs)
    kernel = xc_data(k**3 / (3 * PI**2), EXCHANGE)[2][0]
    s, value = find_minimum(k, kernel)
    assert abs(s - 2 * best_x.x) < 1e-5
    assert abs(value - (1 - C_exchange / (PI * k))) < 1e-9

# Narrow wiggle at 2 kF: slope signs inside and outside its half-width
mp.mp.dps = 60
xc2 = (q_c / (2 * kF)) ** 2
half_width = 2 * np.exp(-(1 + 2 * xc2 / (1 - xc2)))


def precise_eigenvalue(x):
    F = mp.mpf(1) / 2 + (1 - x**2) / (4 * x) * mp.log(abs((1 + x) / (1 - x)))
    k = mp.mpf(kF)
    return 1 + k / mp.pi**2 * F * (mp.pi / (k * x)**2 + mp.mpf(f_xc))


def precise_slope(x):
    step = abs(x - 1) * mp.mpf("1e-8")
    return (precise_eigenvalue(x + step)
            - precise_eigenvalue(x - step)) / (2 * step)


for side in (-1, 1):
    assert precise_slope(1 + side * mp.mpf(half_width) / 2) > 0
    assert precise_slope(1 + side * mp.mpf(half_width) * 2) < 0

# Linear mixing runs on both sides of the stability limit
q_mix = 0.6 * kF
lam_mix = float(eigenvalue(q_mix, kF, f_xc))
mixing_rows = []
for scaled in (1.8, 2.2):
    alpha = scaled / lam_mix
    ripple = np.zeros(N_HARM)
    ripple[0] = 1e-4 * n0
    first = ripple[0]
    for _ in range(4):
        output = kohn_sham_step(ripple, q_mix, kF, LDA)
        ripple = ripple + alpha * (output - ripple)
    gain = ripple[0] / first
    assert abs(gain / (1 - alpha * lam_mix)**4 - 1) < 5e-3
    mixing_rows.append((alpha, gain))
assert abs(mixing_rows[0][1]) < 1 < abs(mixing_rows[1][1])

# Best linear mixing for modes along one axis of a cell
L = 40.0
q_modes = 2 * PI / L * np.arange(1, 61)
cell_rows = []
for label, kernel in (("Hartree only", 0.0), ("LDA", f_xc)):
    values = eigenvalue(q_modes, kF, kernel)
    low, high = values.min(), values.max()
    alpha = 2 / (low + high)
    rate = np.max(np.abs(1 - alpha * values))
    trial_alphas = np.linspace(0.5 * alpha, 1.5 * alpha, 2001)
    trial_rates = np.max(np.abs(1 - np.outer(trial_alphas, values)), axis=1)
    assert trial_rates.min() >= rate - 1e-12
    cell_rows.append((label, low, high, alpha, rate))

# ---- output ------------------------------------------------------------
angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"rs = {rs:.1f} bohr")
print(f"kF = {kF:.5f} bohr^-1")
print(f"density n = {n0:.6f} bohr^-3")
print(f"k_TF^2 = {kTF2:.5f} bohr^-2")
print(f"chi0(q->0) = {-kF / PI**2:.6f} hartree^-1 bohr^-3")
print(f"chi0(2kF) = {float(chi0(2 * kF, kF)):.6f} hartree^-1 bohr^-3")
print(f"f_x = {f_x:.4f} hartree bohr^3")
print(f"f_xc = {f_xc:.4f} hartree bohr^3")
print(f"q_c = {q_c:.5f} bohr^-1 = {q_c / angstrom:.4f} angstrom^-1")
print(f"q_c/kF = {q_c / kF:.5f}")
print(f"q_min = {s_min * kF:.5f} bohr^-1"
      f" = {s_min * kF / angstrom:.4f} angstrom^-1")
print(f"q_min/kF = {s_min:.4f}, lambda_min = {lam_min:.6f}")
print(f"chi0(q_min) = {float(chi0(s_min * kF, kF)):.6f} hartree^-1 bohr^-3")
print(f"4pi/q_min^2 = {4 * PI / (s_min * kF)**2:.4f} hartree bohr^3")
print("q/kF, lambda: Hartree only, LDA formula, LDA measured")
for row in table:
    print("{:.4f}  {:.6f}  {:.6f}  {:.6f}".format(*row))
print(f"measured at 1.03 q_c: LDA {above_lda:.6f},"
      f" Hartree only {above_hartree:.6f}")
print(f"exchange only, measured lambda(2kF) = {exchange_at_2kF:.7f}")
print(f"exchange only: q_min/kF = {2 * best_x.x:.4f}, C = {C_exchange:.6f}")
print(f"wiggle half-width |q/(2kF)-1| = {half_width:.1e}")
print("rs (bohr), q_c/kF, q_min/kF, lambda_min with LDA")
for test_rs in range(1, 7):
    k = fermi_wave_vector(test_rs)
    kernel = xc_data(k**3 / (3 * PI**2), LDA)[2][0]
    s, value = find_minimum(k, kernel)
    crossing = np.sqrt(4 * PI / abs(kernel)) / k
    assert 0 < value < 1
    print(f"{test_rs}  {crossing:.4f}  {s:.4f}  {value:.5f}")
print(f"mixing at q = 0.6 kF: lambda = {lam_mix:.5f},"
      f" limit alpha = {2 / lam_mix:.5f}")
for alpha, gain in mixing_rows:
    print(f"alpha = {alpha:.5f}: ripple ratio after 4 steps = {gain:.4f}")
print(f"cell length = {L:.0f} bohr, modes 1 to {q_modes.size}")
print(f"smallest q = {q_modes[0]:.5f} bohr^-1")
print("kernel: lambda low, lambda high, best alpha, error factor")
for label, low, high, alpha, rate in cell_rows:
    print(f"{label}: {low:.5f}, {high:.4f}, {alpha:.5f}, {rate:.5f}")
print("verified")
```

Running it gives:

```
rs = 4.0 bohr
kF = 0.47979 bohr^-1
density n = 0.003730 bohr^-3
k_TF^2 = 0.61089 bohr^-2
chi0(q->0) = -0.048613 hartree^-1 bohr^-3
chi0(2kF) = -0.024306 hartree^-1 bohr^-3
f_x = -13.6473 hartree bohr^3
f_xc = -15.3103 hartree bohr^3
q_c = 0.90597 bohr^-1 = 1.7120 angstrom^-1
q_c/kF = 1.88826
q_min = 1.22171 bohr^-1 = 2.3087 angstrom^-1
q_min/kF = 2.5464, lambda_min = 0.919051
chi0(q_min) = -0.011747 hartree^-1 bohr^-3
4pi/q_min^2 = 8.4192 hartree bohr^3
q/kF, lambda: Hartree only, LDA formula, LDA measured
0.6000  8.146228  7.424697  7.424697
1.2000  2.602712  1.955430  1.955430
1.7000  1.647412  1.122660  1.122660
2.5464  1.098900  0.919051  0.919051
4.0000  1.014599  0.949087  0.949087
measured at 1.03 q_c: LDA 0.976089, Hartree only 1.392631
exchange only, measured lambda(2kF) = 1.0000000
exchange only: q_min/kF = 2.7211, C = 0.094781
wiggle half-width |q/(2kF)-1| = 5.5e-08
rs (bohr), q_c/kF, q_min/kF, lambda_min with LDA
1  1.9613  2.6614  0.98288
2  1.9326  2.6165  0.96347
3  1.9088  2.5790  0.94213
4  1.8883  2.5464  0.91905
5  1.8703  2.5176  0.89442
6  1.8545  2.4919  0.86839
mixing at q = 0.6 kF: lambda = 7.42470, limit alpha = 0.26937
alpha = 0.24243: ripple ratio after 4 steps = 0.4096
alpha = 0.29631: ripple ratio after 4 steps = 2.0736
cell length = 40 bohr, modes 1 to 60
smallest q = 0.15708 bohr^-1
kernel: lambda low, lambda high, best alpha, error factor
Hartree only: 1.00002, 25.5360, 0.07537, 0.92463
LDA: 0.91933, 24.7984, 0.07777, 0.92851
verified
```
